# First Born Scattering from a Yukawa Atom and Analytic Angle Sampling, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the potential to the cross section

A scanning electron microscope measures the width of a line or the position of an edge from electrons that leave the specimen. Before it leaves, an electron may be deflected many times by the atoms of the film. A simulation of the signal follows such electrons one collision at a time, and at each elastic collision it must answer two questions: how likely was the collision, and through what angle did the electron turn? The first answer is a total cross section. The second is a random angle drawn from the differential cross section.

For a screened Coulomb potential of Yukawa form, first-order scattering theory answers both questions in closed form. The angle then costs one random number and a few arithmetic operations. The closed forms hold only for fast electrons and light atoms. Metrology beams often run near or below 1000 eV, and secondary electrons are far slower; Part II shows that first order is no longer accurate there.

### Assumptions and conventions

The algebra uses atomic units, in which the electron mass, the elementary charge and \(\hbar\) equal one. An electron of energy \(E\) and wave number \(k\) has \(E=k^2/2\). The assumptions are as follows.

1. The atom is a fixed centre with the static potential energy
\[
V(r)=-\frac{Z}{r}e^{-r/a},\qquad Z>0,\quad a>0 .
\]
Near the nucleus this is the attraction of a charge \(Z\). Beyond the screening length \(a\), the atomic electrons hide that charge.
2. The motion is non-relativistic and spin plays no part. Exchange with the atomic electrons, polarization of the atom and its recoil are neglected.
3. The atoms scatter independently: waves from different atoms do not interfere.
4. The scattering amplitude is taken to first order in \(V\). This is the first Born approximation.

A fixed centre takes up no energy, so the wave number after the collision is again \(k\). Let \(\mathbf k_0\) and \(\mathbf k'\) be the wave vectors before and after, with the angle \(\theta\) between them, and let \(\mathbf q=\mathbf k_0-\mathbf k'\). Then
\[
q^2=k^2+k^2-2k^2\cos\theta=4k^2\sin^2\frac{\theta}{2}.
\]
Two dimensionless quantities simplify what follows:
\[
s=\sin^2\frac{\theta}{2}=\frac{1-\cos\theta}{2},\qquad
\beta=\frac{1}{4k^2a^2}.
\]
The variable \(s\) runs from 0 (no deflection) to 1 (reversal). The parameter \(\beta\) compares the wavelength with the screening length.

### Theorem 1

*Under assumptions 1 to 4, the differential and total elastic cross sections are*
\[
\frac{d\sigma}{d\Omega}=\frac{4Z^2}{(q^2+1/a^2)^2},
\qquad
\sigma=\frac{16\pi Z^2a^4}{1+4k^2a^2}.
\]

The proof has three parts: the amplitude as an integral over the potential, the evaluation of that integral, and the sum over directions.

### Lemma 1: the amplitude

*To first order in \(V\), the amplitude of the outgoing spherical wave is*
\[
f=-\frac{1}{2\pi}\int e^{i\mathbf q\cdot\mathbf r}V(r)\,d^3r,
\qquad \frac{d\sigma}{d\Omega}=|f|^2 .
\]

**Proof.** The stationary Schrödinger equation is \(-\tfrac12\nabla^2\psi+V\psi=\tfrac12k^2\psi\). Multiplication by \(-2\) and rearrangement give
\[
(\nabla^2+k^2)\psi=2V\psi .
\]
The right side acts as a source. The response to a point source is needed, that is, a function \(G\) with \((\nabla^2+k^2)G=\delta^3(\mathbf R)\). The choice
\[
G(R)=-\frac{e^{ikR}}{4\pi R}
\]
has this property. For \(R>0\), a spherical function obeys \(\nabla^2G=(RG)''/R\), which here equals \(-k^2G\), so the left side vanishes. Near the origin \(G\) approaches \(-1/(4\pi R)\), whose gradient is \(1/(4\pi R^2)\) outward. Its flux through a small sphere is \(4\pi R^2/(4\pi R^2)=1\), while the integral of \(k^2G\) over the sphere's volume tends to zero. The source therefore has unit strength. The sign of the exponent selects waves that travel away from the atom, as scattered waves must.

Adding the responses to all source points to the incident plane wave gives
\[
\psi(\mathbf r)=e^{i\mathbf k_0\cdot\mathbf r}
-\frac{1}{2\pi}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}
V(r')\psi(\mathbf r')\,d^3r' .
\]
The prefactor is \(2\times(-1/4\pi)=-1/2\pi\).

Now let the observation point recede in the direction of the unit vector \(\mathbf n\). For fixed \(\mathbf r'\),
\[
|\mathbf r-\mathbf r'|=r-\mathbf n\cdot\mathbf r'+O(r'^2/r).
\]
The last term vanishes as \(r\to\infty\), and the exponential decay of \(V\) suppresses source points that are themselves far away. In the denominator \(r\) suffices. In the phase the second term must be kept, because it does not vanish. With \(\mathbf k'=k\mathbf n\),
\[
\psi\to e^{i\mathbf k_0\cdot\mathbf r}+f\,\frac{e^{ikr}}{r},\qquad
f=-\frac{1}{2\pi}\int e^{-i\mathbf k'\cdot\mathbf r'}V(r')\psi(\mathbf r')\,d^3r' .
\]
This expression still contains the unknown \(\psi\) under the integral. Since \(V\) already stands there, the first-order result follows from the zeroth-order wave, \(\psi\to e^{i\mathbf k_0\cdot\mathbf r'}\). The two exponentials combine to \(e^{i\mathbf q\cdot\mathbf r'}\), which gives the stated \(f\).

For the cross section, use the probability current \(\mathrm{Im}(\psi^*\nabla\psi)\). The incident wave carries the current \(k\). The scattered wave carries the radial current \(k|f|^2/r^2\) at leading order in \(1/r\). A detector outside the incident beam covers the area \(r^2d\Omega\), so it receives the rate \(k|f|^2d\Omega\). Division by the incident current gives \(d\sigma=|f|^2d\Omega\). \(\square\)

### Lemma 2: the Yukawa integral

*For the potential of assumption 1,*
\[
f=\frac{2Z}{q^2+1/a^2}.
\]

**Proof.** Choose the polar axis of the integration along \(\mathbf q\), and let \(c\) be the cosine of the angle between \(\mathbf q\) and \(\mathbf r\). The azimuthal integral gives \(2\pi\), and the integral over \(c\) gives
\[
\int_{-1}^{1}e^{iqrc}\,dc=\frac{e^{iqr}-e^{-iqr}}{iqr}=\frac{2\sin qr}{qr}.
\]
Hence
\[
f=-\frac{1}{2\pi}\,2\pi\int_0^\infty r^2V(r)\frac{2\sin qr}{qr}\,dr
=-\frac{2}{q}\int_0^\infty rV(r)\sin(qr)\,dr .
\]
In the product \(rV=-Ze^{-r/a}\) the Coulomb singularity has cancelled, and the two minus signs make the result positive:
\[
f=\frac{2Z}{q}\int_0^\infty e^{-r/a}\sin(qr)\,dr .
\]
The remaining integral is the imaginary part of an exponential integral:
\[
\int_0^\infty e^{-(1/a-iq)r}dr=\frac{1}{1/a-iq}
=\frac{1/a+iq}{1/a^2+q^2}.
\]
Its imaginary part is \(q/(q^2+1/a^2)\). The factor \(q\) cancels, which proves the lemma. \(\square\)

The forward value can be checked without the sine integral. At \(q=0\), Lemma 1 gives \(f=-(1/2\pi)\int V\,d^3r=2Z\int_0^\infty re^{-r/a}dr=2Za^2\), in agreement with Lemma 2.

The first-order amplitude is proportional to \(V\). A repulsive potential of the same size would change its sign but leave \(|f|^2\) unchanged. First Born cross sections therefore cannot tell attraction from repulsion.

### Proof of Theorem 1

Squaring the amplitude gives the differential cross section. To integrate it, express the denominator through \(s\) and \(\beta\). Since \(q^2=4k^2s\) and \(1/a^2=4k^2\beta\),
\[
q^2+\frac1{a^2}=4k^2(s+\beta),\qquad
\frac{d\sigma}{d\Omega}=\frac{4Z^2}{16k^4(s+\beta)^2}
=\frac{Z^2}{4k^4(s+\beta)^2}.
\]
The cross section does not depend on azimuth, so the azimuthal integral turns the solid angle into \(2\pi\sin\theta\,d\theta\). From \(s=(1-\cos\theta)/2\) follows \(ds=\tfrac12\sin\theta\,d\theta\), and the element becomes \(4\pi\,ds\). Therefore
\[
\sigma=\frac{\pi Z^2}{k^4}\int_0^1\frac{ds}{(s+\beta)^2}
=\frac{\pi Z^2}{k^4}\left[\frac1\beta-\frac1{1+\beta}\right]
=\frac{\pi Z^2}{k^4\beta(1+\beta)} .
\]
With \(1/\beta=4k^2a^2\) and \(1/(1+\beta)=4k^2a^2/(1+4k^2a^2)\), the product of the two is \(16k^4a^4/(1+4k^2a^2)\). The factor \(k^4\) cancels and the stated \(\sigma\) remains. \(\square\)

### Remarks on the limits

**Without screening.** At a fixed non-zero angle, let \(a\to\infty\). Then \(\beta\to0\) and
\[
\frac{d\sigma}{d\Omega}\to\frac{Z^2}{4k^4\sin^4(\theta/2)}
=\frac{Z^2}{16E^2\sin^4(\theta/2)},
\]
where \(k^4=4E^2\) was used. This is the Rutherford formula. Its integral diverges at small angles, as the term \(1/\beta\) in the proof shows. A long-range potential deflects even electrons that pass far from the nucleus, and screening is what makes the number of collisions finite.

**Short wavelength.** For \(ka\gg1\), the one in the denominator of \(\sigma\) can be dropped:
\[
\sigma\approx\frac{4\pi Z^2a^2}{k^2}=\frac{2\pi Z^2a^2}{E}.
\]
The collision probability falls inversely with energy. The scattering is also concentrated near the forward direction: at \(s=\beta\) the differential cross section has dropped to one quarter of its forward value. The corresponding angle obeys \(\sin(\theta/2)=1/(2ka)\), so a wider atom scatters into a narrower cone.

**Long wavelength.** For \(ka\ll1\), \(q^2\) is negligible beside \(1/a^2\) at every angle. The scattering becomes isotropic and \(\sigma\to16\pi Z^2a^4\). This is the limit of the first-order formula. Whether the formula may be used there is a separate question, taken up in Part II.

**Restoring units.** In atomic units \(Z\) stands for \(Z\) divided by the Bohr radius \(a_0\) when lengths carry units. The amplitude is then \(f=(2Z/a_0)/(q^2+1/a^2)\), which is a length, and its square is an area per steradian.

### A numerical case

Take the round model parameters \(Z=6\), \(a=0.25\) Å and \(E=10\,000\) eV. They define a model potential and do not stand for a particular material. The wave number is \(k=51.232\) Å\(^{-1}\), so
\[
ka=51.232\times0.25=12.808,\qquad
\beta=\frac{1}{4(12.808)^2}=1.524\times10^{-3}.
\]

The forward differential cross section \(4Z^2a^4\), with the factor \(1/a_0^2\) restored, is \(2.009\) Å\(^2\)/sr. Other angles follow by multiplication with \([\beta/(s+\beta)]^2\). At \(20^\circ\), \(s=\sin^2 10^\circ=0.03015\), and
\[
\frac{d\sigma}{d\Omega}=2.009\left(\frac{0.001524}{0.03168}\right)^2
=4.65\times10^{-3}\ \text{Å}^2/\text{sr}.
\]
At \(5^\circ\) the value is 0.397 Å\(^2\)/sr, and at \(90^\circ\) it is \(1.85\times10^{-5}\) Å\(^2\)/sr. From the forward direction to a right angle the intensity falls by about five orders of magnitude.

The total follows from the same forward value. Since \(1+4k^2a^2=(1+\beta)/\beta\),
\[
\sigma=4\pi\,(2.0087)\,\frac{\beta}{1+\beta}
=25.24\times1.5217\times10^{-3}=0.0384\ \text{Å}^2,
\]
or 0.137 bohr\(^2\).

The amplitude was tested at \(5^\circ\), \(20^\circ\) and \(90^\circ\) by integrating the volume integral of Lemma 1 numerically over radius and direction, with a relative tolerance of \(10^{-7}\). The total was tested against numerical integration of the differential cross section over angle, with a relative tolerance of \(10^{-8}\). These tests confirm the integrations. They say nothing about the quality of the first-order approximation, which needs a comparison with a fuller solution.

## Part II. Sampling the angle and judging the approximation

Part I treated an electron of wave number \(k\), in atomic units, scattered by \(V=-Ze^{-r/a}/r\). With \(s=\sin^2(\theta/2)\) and \(\beta=1/(4k^2a^2)\), it found to first order in \(V\)
\[
\frac{d\sigma}{d\Omega}=\frac{Z^2}{4k^4(s+\beta)^2},\qquad
d\Omega\to4\pi\,ds,\qquad
\sigma=\frac{\pi Z^2}{k^4\beta(1+\beta)},
\]
where the arrow denotes integration over azimuth. The numerical case has \(Z=6\), \(a=0.25\) Å, \(E=10\,000\) eV, \(\beta=1.524\times10^{-3}\) and \(\sigma=0.0384\) Å\(^2\).

### Theorem 2

*Let \(R\) be a random number uniformly distributed on \([0,1]\). The angle defined by*
\[
\cos\theta=1-\frac{2\beta R}{1+\beta-R}
\]
*has the angular distribution of the first Born cross section. The azimuth is independent of \(\theta\) and uniform on \([0,2\pi)\).*

**Proof.** The probability that a collision leads into \(ds\) is its share of the cross section:
\[
p(s)\,ds=\frac1\sigma\,\frac{Z^2}{4k^4(s+\beta)^2}\,4\pi\,ds
=\frac{\beta(1+\beta)}{(s+\beta)^2}\,ds .
\]
The strength \(Z\) has cancelled. In this approximation it decides how often collisions occur, while \(\beta\) alone decides how the angles are distributed. The cumulative probability is
\[
F(s)=\int_0^s p(s')\,ds'
=\beta(1+\beta)\left[\frac1\beta-\frac1{s+\beta}\right]
=\frac{(1+\beta)s}{s+\beta},
\]
because the bracket equals \(s/[\beta(s+\beta)]\). It rises from \(F(0)=0\) to \(F(1)=1\), and it rises strictly since \(p>0\).

Define the random variable \(S\) by \(F(S)=R\). Because \(F\) is increasing, \(S\le s\) holds when \(R\le F(s)\), and conversely. A uniform \(R\) satisfies the latter with probability \(F(s)\), so \(S\) has the required distribution. It remains to solve for \(S\):
\[
(1+\beta)S=R(S+\beta)
\;\Longrightarrow\;
S(1+\beta-R)=\beta R
\;\Longrightarrow\;
S=\frac{\beta R}{1+\beta-R}.
\]
The denominator is at least \(\beta\), so it cannot vanish. Substitution in \(\cos\theta=1-2S\) gives the theorem. The differential cross section does not contain the azimuth, which is therefore uniform and independent of \(\theta\). \(\square\)

At \(R=0\) the formula gives \(\theta=0\), and at \(R=1\) it gives \(S=1\), or \(\theta=180^\circ\). No trial angle is rejected, and the inversion adds no approximation to the Born angular law.

The first Born approximation has given closed forms for the differential and total cross sections of the Yukawa potential, and a formula that draws the scattering angle from one random number without rejection. What remains is to use this formula in a simulation, find the mean deflection, and judge where first order is accurate enough.
